Logarithmic Tunnelling Front for Trap Filling from an Electrode

**1. Scaling fixes the logarithm**

An electrode occupies z < 0 and an insulator z > 0. Empty electron traps lie at depths x in the insulator, and electrons reach them by tunnelling. Under the barrier the electron amplitude falls as exp(−κx), so the probability, and with it the filling rate, falls as exp(−2κx). Let the rate at depth x be

ν exp(−2κx),

where ν is a rate and κ an inverse length. If each trap fills independently at a constant rate, its occupation f depends on the dimensionless product of rate and time:

f = F(νt exp(−2κx)).

This product is unchanged when t is multiplied by s and x is increased by ln(s)/(2κ). A depth x_f defined by a fixed value of f therefore obeys

x_f(st) = x_f(t) + ln(s)/(2κ).

Differentiating with respect to ln s and setting s = 1 gives

dx_f/d ln t = 1/(2κ), hence x_f = [ln(νt) + C]/(2κ).

The constant C depends on the chosen value of f. Here κ refers to the amplitude. If the decay constant is defined for the probability, α = 2κ, the advance per e-fold of time is 1/α. What remains is to find ν and F, and to see how the law changes for point-like traps, whose rate is not a pure exponential.

**2. Model and electrode tail**

Energies are measured from the insulator band edge. The trap level is at −E_b, and the electrode band bottom lies an energy ħ²k²/(2m) below that level. One mass m is used in both regions, the barrier is flat, and one spin state is counted. Then

κ = √(2mE_b)/ħ.

At the trap energy, an electrode state with motion along z is

ψ = A[exp(ikz) + R exp(−ikz)] for z < 0,
ψ = AT exp(−κz) for z > 0.

Continuity of ψ and of its derivative at z = 0 gives

1 + R = T,
ik(1 − R) = −κT, or 1 − R = iκT/k.

Adding the two relations gives 2 = T(1 + iκ/k), so

T = 2k/(k + iκ), |T|² = 4k²/(k² + κ²).

No current enters the barrier, so |R| = 1. In an electrode of length ℓ the mean density of the standing wave is 2|A|², and normalization gives |A|² = 1/(2ℓ). The allowed k are spaced by π/ℓ and dE/dk = ħ²k/m, so there are ℓm/(πħ²k) states per unit energy. The local density of states at depth x is the product

ρ(x) = [1/(2ℓ)] |T|² exp(−2κx) · ℓm/(πħ²k)
= |T|² m exp(−2κx)/(2πħ²k).

**3. Rate for a planar trap**

A planar trap is a one-dimensional well,

V_t = −(ħ²κ/m) δ(z − x).

Its isolated bound state is φ = √κ exp(−κ|z − x|). The slope of φ jumps by −2κφ(x), as this well requires at energy −E_b.

The coupling to an electrode state ψ of the same energy is the matrix element of H − E, where H contains the electrode potential V_e and V_t. Because φ solves the problem with V_t alone, ⟨ψ|H − E|φ⟩ = ⟨ψ|V_e|φ⟩. Because ψ solves the problem with V_e alone, subtracting the two Schrödinger equations gives ⟨ψ|V_e − V_t|φ⟩ = 0. The coupling is therefore ⟨ψ|V_t|φ⟩, with squared size

(ħ⁴κ²/m²) · κ|ψ(x)|².

The golden rule gives the level width, an energy:

Γ(x) = 2π(ħ⁴κ³/m²)ρ(x)
= 2π(ħ⁴κ³/m²) · [4k²/(k² + κ²)] · m exp(−2κx)/(2πħ²k)
= 4ħ²κ³k exp(−2κx)/[m(k² + κ²)].

With ħ²κ²/m = 2E_b this becomes

Γ(x) = Γ₀ exp(−2κx), Γ₀ = 8E_b κk/(κ² + k²), ν = Γ₀/ħ.

Γ₀ is an extrapolation to x = 0, not the width of a trap at the interface. The golden rule needs κx ≫ 1.

The same width follows from the outgoing-wave resonance, which needs no golden rule. Between electrode and trap the wave is exp(κ'z) + r exp(−κ'z), and in the electrode it is B exp(−ik'z), with k'² + κ'² = k² + κ². Matching at z = 0 gives κ'(1 − r) = −ik'(1 + r), so

r = (κ' + ik')/(κ' − ik').

Beyond the trap the wave decays. The slope jump at the trap is −2κ' exp(κ'x), and the well requires it to be −2κ[exp(κ'x) + r exp(−κ'x)]. Hence

κ' = κ[1 + r exp(−2κ'x)].

The energy is −ħ²κ'²/(2m), and the width is −2 Im E = (ħ²/m) Im κ'². To first order in exp(−2κx), with Im r = 2κk/(κ² + k²), this reproduces Γ(x).

**4. Filling law**

Let a(t) be the amplitude for an electron placed on the trap to remain there. Eliminating the electrode amplitudes gives, with trap energy ε and couplings V_j to electrode states E_j,

da/dt = −iεa/ħ − (1/ħ²)∫₀ᵗ Σ_j |V_j|² exp[−iE_j(t − t')/ħ] a(t') dt'.

For a broad band with constant Γ = 2πΣ_j|V_j|²δ(E − E_j), the sum is Γħδ(t − t'). The delta function sits at the end of the integration range and contributes half its weight, so

|a(t)|² = exp(−Γt/ħ).

Now start with the trap empty and the electrode states filled. The occupation is the total probability of arriving from any electrode state. By unitarity this is one minus the probability of arriving from the trap itself:

f = 1 − |a|² = 1 − exp(−Γt/ħ), or df/dt = (Γ/ħ)(1 − f).

The trap must lie below the Fermi level by an energy Δ much larger than both Γ and kT, since electrode states above the Fermi level are empty. At low temperature the Lorentzian tail of the level above the Fermi energy leaves a late-time deficit of about Γ/(2πΔ) when the band extends far beyond Δ with constant Γ; a band edge nearby cuts off the tail and makes it smaller.

For a sense of scale, take a 400-site chain with unit hopping and a level at its band centre, attached with coupling 0.1. Fill the chain states up to energy 1. Exact diagonalization gives an occupation that departs from the exponential law by less than 0.01 at the times sampled between 0.2 and 3 lifetimes. This level has Γ = 0.02, far broader relative to its band than that of a deep trap.

**5. The planar front**

Inserting the planar width gives

f(x,t) = 1 − exp[−νt exp(−2κx)].

In terms of u = 2κx − ln(νt) this is f = 1 − exp[−exp(−u)]. The profile moves rigidly as ln t grows. Half filling requires νt exp(−2κx) = ln 2, so

**x_h(t) = [ln(νt) − ln(ln 2)]/(2κ).**

Since ln(ln 2) = −0.367, the second term adds 0.367/(2κ). The speed is

dx_h/dt = 1/(2κt).

At f = 0.9 one has exp(−u) = ln 10, and at f = 0.1 exp(−u) = ln(10/9). The distance between these points is

w = ln[ln 10/ln(10/9)]/(2κ) = 3.08/(2κ).

The front neither sharpens nor broadens. It covers 2.30/(2κ) per decade of time, somewhat less than its own width.

A depth-independent factor s in the rate replaces ν by sν and moves the front by ln(s)/(2κ), without changing its advance. Lattice relaxation generally does more than this. It lets electrons tunnel at energies other than that of the relaxed trap level, which changes the decay constant and therefore the advance. The results here are for elastic tunnelling.

**6. Trapped charge and partial recovery**

Let N be the uniform trap density and θ = νt. The filled sheet density is N∫f dx. With w = θ exp(−2κx) as integration variable, dx = −dw/(2κw), and

n_s = [N/(2κ)] ∫₀^θ [1 − exp(−w)]/w dw.

Integration by parts turns the integral into

[1 − exp(−θ)] ln θ − ∫₀^θ exp(−w) ln w dw.

The last integral over the full range 0 to ∞ equals −γ, where γ = 0.577 is Euler's constant. The missing part, from θ to ∞, is exp(−θ) ln θ + E₁(θ), with E₁(θ) = ∫_θ^∞ exp(−w)/w dw. The terms in exp(−θ) ln θ cancel, leaving

n_s = N[ln θ + γ + E₁(θ)]/(2κ).

For θ ≫ 1 the term E₁ is negligible, and each decade of time adds N ln(10)/(2κ). For θ ≪ 1 the integral gives n_s = Nθ/(2κ), linear in time. That limit belongs to the rate equation alone, since the filling would then be at depths where κx ≫ 1 fails.

Recovery follows from the same expression. Suppose filling lasts a time t₁, after which the trap levels are raised above the Fermi level for a time t₂ with κ and ν unchanged. With rate g = ν exp(−2κx), the remaining occupation is

[1 − exp(−gt₁)] exp(−gt₂) = exp(−gt₂) − exp[−g(t₁ + t₂)].

This is the filling profile at t₁ + t₂ minus that at t₂. For νt₂ ≫ 1 the remaining sheet density is therefore

n_rem = [N/(2κ)] ln(1 + t₁/t₂).

After t₂ = t₁ it is N ln(2)/(2κ), and for t₂ ≫ t₁ it decays as t₁/t₂. The shallow traps empty first. The assumption of equal rates is strict, because κ is multiplied by the depth: it needs δκ/κ ≪ 1/ln(νt). If capture is s times faster than emission at every depth, for example s = 2 when either spin can fill a singly occupied trap, the logarithm becomes ln(1 + s t₁/t₂). For the parameters of section 9 with t₁ = t₂ = 1 s, a uniform field that lifts the level at the front by 0.1 or 0.2 eV also lowers the barrier, and a semiclassical estimate at fixed ν reduces the factor ln 2 = 0.69 to 0.43 or 0.24.

**7. Point traps: the slow correction**

A localized defect also couples to electrode states moving obliquely. A zero-range trap has the normalized bound state φ = √(κ/2π) exp(−κr)/r. Applying the free Schrödinger operator to it gives

V_t φ = −(2πħ²/m)√(κ/2π) δ³(r),

so the golden rule reads

Γ_p = 2π(2πħ²/m)²(κ/2π)ρ₃ = (4π²ħ⁴κ/m²)ρ₃.

For parallel wave number k_∥ the decay constant is q = √(κ² + k_∥²), and the normal wave number is k_z = √(K² − q²), where K² = κ² + k². Summing the one-dimensional result of section 2 over k_∥, with k_∥dk_∥ = q dq, gives

ρ₃ = ∫[k_∥dk_∥/(2π)] (4k_z²/K²) m exp(−2qx)/(2πħ²k_z)
= [m/(π²ħ²K²)] ∫_κ^K q k_z exp(−2qx) dq.

Therefore

Γ_p(x) = [4ħ²κ/(mK²)] ∫_κ^K q√(K² − q²) exp(−2qx) dq.

For κx ≫ 1 the integral comes from q near κ and equals κk exp(−2κx)/(2x) to leading order. Hence

Γ_p(x) ≈ Γ(x)/(2κx).

The factor 1/(2κx) expresses the narrow range of parallel momentum that tunnels efficiently. Half filling, Γ_p t/ħ = ln 2, now requires

2κx exp(2κx) = νt/ln 2,

whose solution defines the Lambert function W:

**x_p(t) ≈ W(νt/ln 2)/(2κ).**

Without a library function, set y = 2κx and iterate y ← ln(νt/ln 2) − ln y. Each step divides the iteration error by about y. Taking the logarithm of the half-filling condition and differentiating gives

(2κ + 1/x_p) dx_p = d ln t, so dx_p/d ln t ≈ 1/(2κ + 1/x_p).

The advance 1/(2κ) is thus the leading law for point traps, approached as the front deepens. The front also lags the planar one by ln(2κx_p)/(2κ), and this lag grows slowly.

**8. Imprint voltage**

Suppose now that the insulator is a ferroelectric film, whose polarization is switched by a voltage. A slow shift of the switching voltages is called imprint. Trapped charge is one possible cause, and only its contribution is computed here. Let the film have thickness L and permittivity ε, and let only the electrode at z = 0 exchange electrons with the traps. A uniform polarization adds no volume charge. With electron charge −e, Gauss's law is ε dE/dz = −eNf. If E_∞ is the field beyond the charged layer,

E(z) = E_∞ + (e/ε)∫_z^L N f dz'.

Let V be the potential at z = 0 minus that at z = L. Integrating E over the film and exchanging the order of integration gives

V = E_∞L + (e/ε)∫₀^L N f x dx.

Restoring the value of E_∞ that held before filling requires the additional voltage

ΔV = (e/ε)∫₀^L N f x dx.

If switching is governed by the field beyond the layer and the traps do not respond during the voltage sweep, both switching voltages shift by +ΔV. At V = 0 the same charge leaves E_∞ = −ΔV/L. This field favours polarization pointing towards the injecting electrode and works against retention of the opposite state.

For planar traps, set y = 2κx and let the front stay well inside the film. Integration by parts gives

∫₀^∞ x f dx = [1/(8κ²)]∫₀^∞ y² θ exp(−y) exp[−θ exp(−y)] dy.

With w = θ exp(−y), the integral on the right is ∫₀^θ (ln θ − ln w)² exp(−w) dw. For θ ≫ 1 the upper limit may be taken to infinity. The averages of ln w and (ln w)² with weight exp(−w) are −γ and γ² + π²/6, so

**ΔV = (eN/ε)[(ln νt + γ)² + π²/6]/(8κ²).**

The front and the charge are linear in ln t, but the voltage is quadratic, because later charge sits deeper and has a larger lever arm. A straight line in ln t can represent the voltage over a limited time range, but its slope is not a constant of the model.

**9. Worked numbers**

The example uses round model parameters: m = 0.5 electron masses, E_b = 1.5 eV, a trap level 5 eV above the electrode band bottom, N = 2×10¹⁸ cm⁻³, relative permittivity 30 and L = 20 nm. Filling requires the electrode Fermi level to lie less than E_b below the insulator band edge, which is assumed here. These give

κ = 4.437 nm⁻¹, k = 8.100 nm⁻¹,
Γ₀ = 8 × 1.5 × 4.437 × 8.100/(4.437² + 8.100²) = 5.06 eV,
ν = Γ₀/ħ = 7.68×10¹⁵ s⁻¹.

The planar advance is 1/8.874 = 0.113 nm per e-fold, or 0.26 nm per decade. The 10–90% width is 0.35 nm. At 1 s, ln(νt) = 36.58, so

x_h = (36.58 + 0.37)/8.874 = 4.16 nm,
n_s = 2×10¹⁸ cm⁻³ × (36.58 + 0.58)/(8.874 nm) = 8.4×10¹¹ cm⁻².

With eN/ε = 1.206×10⁻³ V/nm², the planar voltage is

ΔV = 1.206×10⁻³ × (37.15² + 1.64)/(8 × 4.437²) V = 10.6 mV.

The point-trap depths below come from numerical quadrature of the full momentum integral and root finding. Their voltages use the leading rate Γ/(2κx), integrated numerically.

t = 10⁻⁶ s: planar 2.61 nm, 4.2 mV; point 2.27 nm, 3.2 mV.
t = 1 s: planar 4.16 nm, 10.6 mV; point 3.77 nm, 8.7 mV.
t = 10⁴ s: planar 5.20 nm, 16.5 mV; point 4.78 nm, 13.9 mV.
t = 10⁸ s: planar 6.24 nm, 23.7 mV; point 5.80 nm, 20.4 mV.

From 1 to 10⁴ s the planar voltage gains about 1.5 mV per decade, and from 10⁴ to 10⁸ s about 1.8 mV, while the front gains 0.26 nm per decade throughout. At 1 s the point front advances by 0.109 nm per e-fold, 3% below the planar value, and lies 0.39 nm shallower. The Lambert formula gives its depth to within 0.004 nm at the four times listed.

The dependence on κ can be read from the resonance condition of section 3, solved by iteration at depths of 1.5 and 2.5 nm. The advance per decade over this 1 nm interval is ln 10 divided by the logarithm of the ratio of the two widths:

E_b = 0.75 eV: κ = 3.14 nm⁻¹, 0.37 nm per decade.
E_b = 1.5 eV: κ = 4.44 nm⁻¹, 0.26 nm per decade.
E_b = 3 eV: κ = 6.27 nm⁻¹, 0.18 nm per decade.

Within the one-band relation κ = √(2mE_b)/ħ, a fourfold deeper trap doubles κ and halves the advance. In a real insulator κ grows more slowly as the level approaches mid-gap. A two-band chain with the same edge mass gives a ratio κ(3 eV)/κ(0.75 eV) of about 1.4 for a 5.7 eV gap and 1.5–1.6 for a 9 eV gap, and at 1.5 eV a κ some 10–25% below the value used here.

**10. Where the result fails**

The absolute depth is less certain than the advance. A rate prefactor smaller by 10⁴ puts the planar front 1.04 nm shallower, which is four decades of delay. A measured depth at one time therefore does not determine κ unless ν is known.

Trapped charge also bends the barrier. For the planar charge at 10⁸ s, with both electrodes at the same potential and no other field, a finite-difference solution of Poisson's equation raises the trap level at the front by 16 meV. The semiclassical exponent 2∫κ(z)dz, taken with the local barrier height at that trap's energy, changes by −0.08. This moves the front about 0.01 nm deeper, so the flat barrier is adequate for this charge. The estimate does not cover an applied voltage or an incompletely screened polarization, either of which can tilt the barrier more strongly. In the same semiclassical estimate at fixed ν, a uniform field of 1 MV/cm moves the planar front at 1 s from 4.16 nm to 3.92 nm if the band edge falls away from the electrode and to 4.52 nm if it rises, and changes the advance from 0.26 to 0.23 or 0.31 nm per decade. Image-force lowering near the electrode is also left out. A classical estimate moves the front at 10⁸ s deeper by about 0.03 nm for relative permittivity 30 and 0.16 nm for an optical value of 4.5.

The front law also ends when the front reaches the far side of the film, when the far electrode exchanges electrons, or when hopping between traps or thermal emission is faster than tunnelling. Hopping matters for the example. For randomly placed traps at its density, the mean distance to the nearest trap is 0.554N^(−1/3) = 4.4 nm, less than the front depths listed for 10⁴ and 10⁸ s. All rows assume that traps exchange electrons only with the electrode. As a rough measure, let random traps fill whenever they are linked to the filled layer by hops no longer than the point-front depth. The voltage then rises by about 5%, 26%, 77% and a factor of 3 at the four times listed. With a hop range 1 nm shorter it rises by 0, 6, 18 and 60%. If hopping is possible, many deep traps may fill sooner through a neighbour. Traps at different energies have different κ and ν, and each group then has its own front.
